\section*{Ideal Contact Resistance of a Two-Valley Two-Dimensional Channel}

\section{Problem}

A two-dimensional semiconductor channel of width $W$ lies between two metal contacts. Current flows along $x$, and $y$ runs across the channel. The sheet density is $n=10^{13}\,\mathrm{cm^{-2}}=10^{17}\,\mathrm{m^{-2}}$. The electrons share equally $g_v=2$ valleys and $g_s=2$ spins, which makes $g=g_sg_v=4$ flavours. Near the bottom of each valley
\begin{equation}
E=\frac{\hbar^2(k_x^2+k_y^2)}{2m},
\label{eq:band}
\end{equation}
with energy measured from the band edge and $m$ equal to half the free-electron mass, a round model value.

The contacts are ideal: each is a wide reservoir in equilibrium that injects electrons into every channel state moving away from it and absorbs every electron that arrives. Nothing scatters in the channel, electrons do not interact beyond a common band-edge energy, and the voltage is small.

\begin{enumerate}
\item[(a)] At zero temperature, what is the resistance times width of the whole device, and how much of it belongs to each interface?
\item[(b)] What does an interface contribute if, in every mode, it transmits half of the electrons that reach it?
\item[(c)] How does the ideal contribution change at 300 K if the density is held fixed?
\item[(d)] How does it change at zero temperature if the valleys are ellipses with $m_y/m_x=4$ and the same density?
\end{enumerate}

\section{First estimate by scaling}

A perfect channel still has a resistance, because a finite width carries a finite number of transverse modes and each mode conducts about $e^2/h$. The number of modes is roughly $W$ divided by a transverse length. At zero temperature the length available to one flavour is the mean distance between its electrons, $(n/g)^{-1/2}$. The $g$ flavours conduct in parallel, so
\begin{equation}
\frac{G}{W}\sim \frac{e^2}{h}\,g\sqrt{\frac{n}{g}}
=\frac{e^2}{h}\sqrt{gn},
\qquad
RW\sim\frac{h}{e^2}\frac{1}{\sqrt{gn}} .
\label{eq:scaling}
\end{equation}
With $h/e^2=25812.81\,\Omega$ and $\sqrt{gn}=\sqrt{4\times10^{17}}\,\mathrm{m^{-1}}=6.32\times10^{8}\,\mathrm{m^{-1}}$, this gives $RW\sim 41\,\Omega\,\mu\mathrm{m}$ for the device. If two equal interfaces share it equally, each contributes about $20\,\Omega\,\mu\mathrm{m}$.

The estimate fixes the dependence on $n$ and $g$, but not the numerical factor. It also takes the equal sharing from symmetry without saying where the voltage drops.

\section{Exact solution of the ideal model}

\subsection{Density and modes}

In a large area each flavour has one state per area $(2\pi)^2$ of $k$-space, per unit of real area. At zero temperature the states inside a circle of radius $k_F$ are full:
\begin{equation}
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{gk_F^2}{4\pi}
\quad\Longrightarrow\quad
k_F=\sqrt{\frac{4\pi n}{g}} .
\label{eq:kf}
\end{equation}
For $g=4$ this is $k_F=\sqrt{\pi n}=0.5605\,\mathrm{nm^{-1}}$, and $E_F=\hbar^2k_F^2/2m=23.94$ meV.

Hard walls at the channel edges allow $k_y=j\pi/W$ with $j=1,2,\ldots$. Mode $j$ has its minimum energy $E_j=\hbar^2(j\pi/W)^2/2m$ at $k_x=0$, and it is occupied if $E_j<E_F$, that is, if $j<k_FW/\pi$. A wide channel therefore has
\begin{equation}
M=g\,\frac{k_FW}{\pi}
\label{eq:modes}
\end{equation}
modes, apart from a correction of order one mode in each flavour, which is negligible when $k_FW/\pi\gg1$.

\subsection{Current in one mode}

Let the source and drain have electrochemical potentials $\mu_S$ and $\mu_D$, with $\mu_S-\mu_D=eV$ and $e>0$. States with $k_x>0$ are filled by the source and those with $k_x<0$ by the drain. The two groups carry opposite particle currents. Taking the magnitude of the electric current, one mode of one flavour gives
\begin{align}
I_j&=e\int_0^\infty\frac{dk_x}{2\pi}\,v_x\,[f_S(E)-f_D(E)],
\qquad v_x=\frac1\hbar\frac{\partial E}{\partial k_x},\\
&=\frac{e}{2\pi\hbar}\int_{E_j}^{\infty}dE\,[f_S(E)-f_D(E)]
=\frac{e}{h}\int_{E_j}^{\infty}dE\,[f_S(E)-f_D(E)] .
\label{eq:flux}
\end{align}
The velocity has cancelled against the density of states along $x$. At zero temperature $f_S-f_D$ equals one between $\mu_D$ and $\mu_S$ and zero elsewhere, so an occupied mode carries $I_j=(e/h)\,eV$ and has conductance $e^2/h$. The mass has dropped out.

Multiplying by the number of modes and inserting Eq.~\eqref{eq:kf},
\begin{align}
\frac{G}{W}&=\frac{e^2}{h}\frac{gk_F}{\pi},\\
R_2W&=\frac{h}{e^2}\frac{\pi}{gk_F}
=\frac{h}{e^2}\frac{\pi}{\sqrt{4\pi gn}}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{gn}} ,
\label{eq:pair}
\end{align}
where $gk_F=\sqrt{4\pi gn}$ was used. The subscript 2 marks the resistance of the device with both interfaces. Numerically,
\begin{equation}
R_2W=\frac{25812.81\,\Omega}{2}
\sqrt{\frac{\pi}{4\times10^{17}\,\mathrm{m^{-2}}}}
=36.17\,\Omega\,\mu\mathrm{m}.
\end{equation}

\subsection{The share of one interface}

Inside the channel the right-moving and left-moving electrons have different electrochemical potentials. A single potential $\mu_c$ can still be defined as the one that would give the same density in equilibrium. Let $N(\mu)$ be the equilibrium density. Half of the states move each way, so
\begin{equation}
N(\mu_c)=\tfrac12N(\mu_S)+\tfrac12N(\mu_D).
\end{equation}
Write $\mu_{S,D}=\bar\mu\pm\delta/2$ with $\delta=eV$. Expanding both sides about $\bar\mu$, the terms linear in $\delta$ cancel on the right:
\begin{equation}
N(\bar\mu)+N'(\mu_c-\bar\mu)\simeq N(\bar\mu)+\frac{N''\delta^2}{8}
\quad\Longrightarrow\quad
\frac{\mu_S-\mu_c}{\delta}\simeq\frac12-\frac{N''}{N'}\frac{\delta}{8}.
\label{eq:share}
\end{equation}
In linear response $\mu_c$ lies midway. It is the same all along the channel, because nothing scatters there. Half of the drop therefore occurs at each interface, and
\begin{equation}
R_qW=\frac{R_2W}{2}=\frac{h}{4e^2}\sqrt{\frac{\pi}{gn}}
=18.09\,\Omega\,\mu\mathrm{m}.
\label{eq:one}
\end{equation}
This answers (a). The value per interface requires a definition of the potential inside the channel, made here through the density; the value for the pair does not.

The correction in Eq.~\eqref{eq:share} can be seen in the numerical output. For a 1 mV drop at 300 K the source interface takes a share of 0.4981. For this band $N'\propto f(0)$, the occupation at the band edge, and $N''/N'=[1-f(0)]/k_BT$. It is shown below that $1-f(0)=e^{-E_F/k_BT}=0.396$ here, so the correction is $0.396\times1/(8\times25.85)=0.0019$, as found.

\subsection{An interface that reflects}

Suppose that an interface transmits a fraction $T$ of the electrons in every mode, and that phase coherence is lost between successive reflections, so that probabilities are combined instead of amplitudes. For two scatterers with reflection probabilities $r_i=1-T_i$, the sum over repeated reflections is
\begin{equation}
T_{12}=T_1T_2\,(1+r_1r_2+r_1^2r_2^2+\cdots)=\frac{T_1T_2}{1-r_1r_2}.
\end{equation}
Consequently
\begin{align}
\frac{1-T_{12}}{T_{12}}
&=\frac{1-(1-T_1)(1-T_2)-T_1T_2}{T_1T_2}
=\frac{T_1+T_2-2T_1T_2}{T_1T_2}\nonumber\\
&=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\end{align}
The quantity $(1-T)/T$ is additive, and adding scatterers one at a time extends the result to any number. The device conductance is $(e^2/h)MT_{\rm tot}$, so its resistance is $R_2/T_{\rm tot}=R_2[1+\sum_i(1-T_i)/T_i]$. To divide it between the interfaces, let $\phi_+$ and $\phi_-$ be the occupations of right-moving and left-moving states just inside the source interface, at energies between $\mu_D$ and $\mu_S$. Right-movers are either transmitted from the source or reflected back into the channel, so $\phi_+=T+(1-T)\phi_-$, and the net flow is $J=\phi_+-\phi_-$. The density definition places $\mu_c$ a fraction $(\phi_++\phi_-)/2$ of the way from $\mu_D$ to $\mu_S$. The source interface therefore takes the fraction $1-(\phi_++\phi_-)/2=J(1/T-1/2)$ of the voltage. This treats $\phi_\pm$ and $J$ as the same in every mode, which holds if each other scatterer in the device also transmits one fraction in all modes; otherwise density and current weight the modes differently and the share changes. Under that condition, dividing by $J$ gives its resistance in units of $R_2$, which is half of the ideal term and the whole of its own reflection term:
\begin{equation}
R_cW=R_2W\left[\frac12+\frac{1-T}{T}\right].
\label{eq:barrier}
\end{equation}
For $T=1/2$ the bracket is $3/2$, and $R_cW=1.5\times36.17=54.26\,\Omega\,\mu\mathrm{m}$, which answers (b). Two such interfaces transmit one third in total, not one quarter, because electrons reflected between them get further chances to leave. The ideal $18\,\Omega\,\mu\mathrm{m}$ is thus a contribution that remains when the barrier is removed, not a prediction for a contact that has one. An average transmission of one half does not fix the result by itself: if both interfaces were fully open in the same half of the modes and closed in the rest, the pair would have $2R_2$ and each would contribute $36.17\,\Omega\,\mu\mathrm{m}$.

If scatterers inside the channel also transmit the same fraction in every mode, and phase coherence is lost between them, identical ones with a fixed number per length add a term proportional to the channel length. Extrapolating the device resistance to zero length then leaves $2R_c$, which still includes the ideal part. Scattering in a real two-dimensional channel depends on the direction of motion. The resistance is then not exactly linear in the length, and the intercept equals $2R_c$ only approximately: for isotropic scattering between ideal contacts, the intercept taken from long channels lies about 4\% above $R_2$.

\subsection{Finite temperature at fixed density}

For a small voltage $f_S-f_D\simeq eV(-\partial f/\partial E)$, and the integral in Eq.~\eqref{eq:flux} becomes $eVf(E_j)$. Replacing the sum over $j$ by $(W/\pi)\int dk_y$ and integrating by parts,
\begin{equation}
\frac GW=\frac{ge^2}{\pi h}\int_0^\infty dk_y\,
f\!\left(\frac{\hbar^2k_y^2}{2m}\right)
=\frac{ge^2}{\pi h}\int_0^\infty dE\,k(E)\left(-\frac{\partial f}{\partial E}\right),
\end{equation}
where $k(E)=\sqrt{2mE}/\hbar$. The boundary term $kf$ vanishes at both ends. Dividing by the zero-temperature value,
\begin{equation}
\frac{G(T)}{G(0)}=\int_0^\infty dE\,\sqrt{\frac{E}{E_F}}
\left(-\frac{\partial f}{\partial E}\right).
\label{eq:thermal}
\end{equation}
In this subsection $T$ is the temperature. The density of states is constant, so fixed density means
\begin{equation}
E_F=\int_0^\infty f\,dE=k_BT\ln\!\left(1+e^{\mu/k_BT}\right)
\;\Longrightarrow\;
\mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).
\label{eq:mu}
\end{equation}
At 300 K, $k_BT=25.85$ meV exceeds $E_F=23.94$ meV, and $\mu$ falls to 10.90 meV. Equation~\eqref{eq:thermal} then gives $G(T)/G(0)=0.7133$, so the ideal contribution rises to $18.09/0.7133=25.36\,\Omega\,\mu\mathrm{m}$. This answers (c). At 77 K it is $18.88\,\Omega\,\mu\mathrm{m}$, and at 4 K it does not differ from the zero-temperature value at the digits given.

The sign of the change can be proved. The weight $w=-\partial f/\partial E$ is positive, and by Eq.~\eqref{eq:mu}
\begin{equation}
\int_0^\infty w\,dE=f(0)=\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}
=1-e^{-E_F/k_BT},
\qquad
\int_0^\infty E\,w\,dE=\int_0^\infty f\,dE=E_F .
\end{equation}
The Cauchy--Schwarz inequality gives $(\int\sqrt E\,w\,dE)^2\le\int w\,dE\int E\,w\,dE$, hence
\begin{equation}
\frac{G(T)}{G(0)}\le\sqrt{1-e^{-E_F/k_BT}}<1 .
\end{equation}
At 300 K the bound is 0.7771, above the computed 0.7133. For parabolic valleys that share one band edge, at fixed density, a finite temperature therefore raises the ideal resistance in the wide-channel limit, where the sum over modes may be replaced by an integral. In a narrow channel heat can instead lower it, by partly filling a mode that lies just above the Fermi energy, and further valleys whose edge lies just above the Fermi energy can do the same in a wide channel. Heat moves electrons to larger $k$, but the number of modes grows as $\sqrt E$, so the gain at high energy is smaller than the loss at low energy.

When $k_BT\gg E_F$, Eq.~\eqref{eq:mu} gives $e^{\mu/k_BT}\simeq E_F/k_BT$ and $f\simeq(E_F/k_BT)e^{-E/k_BT}$. With $\int_0^\infty\sqrt E\,e^{-E/k_BT}dE=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$,
\begin{equation}
\frac{G(T)}{G(0)}\simeq\frac{\sqrt\pi}{2}\sqrt{\frac{E_F}{k_BT}},
\qquad
R_qW\simeq\frac{\sqrt{2\pi mk_BT}}{2e^2n}.
\label{eq:classical}
\end{equation}
The second form follows from Eq.~\eqref{eq:one} with $E_F=2\pi\hbar^2n/(gm)$. Both $h$ and $g$ have cancelled: this is the injection of a classical gas, and its resistance falls as $1/n$ instead of $1/\sqrt n$. At 300 K the first form would give 0.85, which violates the bound, so the example is not yet in this limit.

\subsection{Elliptical valleys}

Let both valleys have $E=\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$. The Fermi ellipse has semi-axes $a_x$ and $a_y$ with $a_y/a_x=\sqrt{m_y/m_x}$. Fixed density fixes its area, so $a_xa_y=k_F^2$. Multiplying the two relations,
\begin{equation}
a_y^2=k_F^2\sqrt{\frac{m_y}{m_x}}
\quad\Longrightarrow\quad
a_y=k_F\left(\frac{m_y}{m_x}\right)^{1/4}.
\end{equation}
The cancellation in Eq.~\eqref{eq:flux} holds as before, and the modes are now counted by $a_y$ instead of $k_F$. For $m_y/m_x=4$ the conductance grows by $4^{1/4}=1.4142$, and one interface contributes $18.09/1.4142=12.79\,\Omega\,\mu\mathrm{m}$. This answers (d). The circular result is therefore not a lower bound for all bands with $g=4$.

If one valley is turned by $90^\circ$, its factor is $1/1.4142$. The valleys conduct in parallel, so the mean factor is $(1.414+0.707)/2=1.06$ and the contribution is about $17\,\Omega\,\mu\mathrm{m}$. Crossed orientations remove most of the effect.

\section{Comparison}

The scaling estimate and the exact zero-temperature result have the same dependence on $n$ and $g$. Their ratio is
\begin{equation}
\frac{(h/e^2)/\sqrt{gn}}{(h/2e^2)\sqrt{\pi/(gn)}}=\frac{2}{\sqrt\pi}=1.13 ,
\end{equation}
so the estimate is 13\% above the exact value, for the pair and for one interface alike. The difference lies in the transverse length. The estimate took $\sqrt{g/n}=6.3$ nm of width per mode, whereas Eq.~\eqref{eq:modes} gives $\pi/k_F=(\sqrt\pi/2)\sqrt{g/n}=5.6$ nm. More modes fit, and the resistance is lower.

Scaling also gives the effect of the second valley. With one valley at the same density, $g=2$ and the contribution is $25.58\,\Omega\,\mu\mathrm{m}$, larger by $\sqrt2$. Doubling the flavours shrinks each Fermi circle by $\sqrt2$ in radius but doubles the number of circles. This value is close to the two-valley result at 300 K, but the agreement is accidental: the latter depends on $m$ and the former does not.

What scaling cannot supply is the dependence on dimensionless quantities: $T$ for a reflecting interface, $k_BT/E_F$, and $m_y/m_x$. In the cases asked for in (b), (c) and (d), each of them changes the result by more than the missing factor $2/\sqrt\pi$ does.

The width enters through one more such number, $k_FW/\pi$. For $W=1\,\mu\mathrm{m}$ it is 178.41 per flavour, while diagonalising the transverse Hamiltonian gives 178 occupied modes. One interface then has $25812.81/(2\times4\times178)=18.13\,\Omega$ at the same Fermi energy, 0.2\% above the wide-channel value. At a given Fermi energy rounding loses less than one mode per flavour, a fraction below $\pi/(k_FW)$, so it matters most when $W$ is only a few times 5.6 nm. In such a narrow channel a fixed density also shifts the Fermi energy, which must then be found together with the number of modes.

The conductance was also tested by summing the velocities of the occupied states over the $k$-plane at small bias. At $k_BT=E_F/30$ the sum is 0.99954 of the zero-temperature formula. The leading thermal correction to Eq.~\eqref{eq:thermal} is $-(\pi^2/24)(k_BT/E_F)^2=-0.00046$, which accounts for the difference. The remaining values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Sheet density: 1.0e+13 cm^-2
Spins, valleys, flavours: 2, 2, 4
Model effective mass: 0.50 electron masses
h/e^2: 25812.81 ohm
Fermi wave number: 0.5605 nm^-1
Fermi energy above band edge: 23.94 meV
Density from plane-wave count: 1.0013e+13 cm^-2
Channel width: 1.0 um
Modes per flavour, continuous: 178.41
Modes per flavour, diagonalised: 178
All modes, continuous: 713.6
Conductance per width: 27.65 mS/um
Pair of ideal interfaces: 36.17 ohm um
One ideal interface: 18.09 ohm um
One interface, integer modes, 1 um width: 18.13 ohm
One interface, single valley: 25.58 ohm um
Velocity sum / formula, circle: 0.99954
Source share of a 1 mV drop at 300 K: 0.4981
Interface transmission in barrier case: 0.50
Total transmission of two barriers: 0.3333
One interface with barrier: 54.26 ohm um
T = 4 K: thermal energy 0.34 meV, mu 23.94 meV
  G(T)/G(0) 0.9999, upper bound 1.0000, one interface 18.09 ohm um
T = 77 K: thermal energy 6.64 meV, mu 23.76 meV
  G(T)/G(0) 0.9577, upper bound 0.9864, one interface 18.88 ohm um
T = 300 K: thermal energy 25.85 meV, mu 10.90 meV
  G(T)/G(0) 0.7133, upper bound 0.7771, one interface 25.36 ohm um
Ellipse mass ratio m_y/m_x: 4.0
Ellipse conductance factor: 1.4142
One interface, ellipse: 12.79 ohm um
\end{verbatim}
